# Delocalisation of a 15 eV Excitation by a 200 keV Electron

## Problem

In a transmission electron microscope, an electron of kinetic energy $T=200$ keV passes a small target at a distance $b$ and excites a transition of energy $E=15$ eV in it. The electron need not hit the target, because its electric field acts at a distance.

(a) Estimate the largest distance at which the excitation is still effective, using the adiabatic length, speed over angular frequency.

(b) Find how the excitation probability of an isolated dipole depends on $b$, and what the length from (a) means for it.

(c) Find the distance within which half of the excitations occur, if passages closer than $b_{\min}=0.1$ nm are left out. Decide whether the length from (a) can be read as an image resolution.

**Assumptions.** The electron moves on a straight line at constant speed $v$. The speed is nearly constant because $E/T=7.5\times10^{-5}$. The path is nearly straight because the sideways momentum transfer, which is largest in close passages and there of order $\hbar/b$, is small compared with the electron momentum $\hbar k_0$: with the value $k_0=2505$ rad/nm found below, $1/(k_0b)\approx0.004$ even at $b=0.1$ nm. The target is at rest in vacuum, is smaller than $b$, and has a single dipole transition. All scattered electrons are counted, whatever their angle. In a real film, screening and collective modes change the field and the response; they are not included here.

## Solution of (a): the adiabatic length

**The time-scale argument.** The passing electron gives the target a pulse of electric field. The smaller the distance, the shorter the pulse: its duration is roughly $b/v$. The transition has the angular frequency $\omega=E/\hbar$. If the pulse is short compared with $1/\omega$, the target receives a sudden kick and can be left excited. If it is long, the charge distribution of the target follows the field smoothly and returns to its initial state when the field has gone. This is the adiabatic case. The change from one to the other lies near $b/v=1/\omega$, which defines

$$L=\frac{v}{\omega}=\frac{\hbar v}{E}.$$

The frequency here is the angular one, since the phase of the transition advances by one radian in the time $1/\omega$.

**The speed.** At 200 keV the kinetic energy is not small compared with the rest energy $mc^2=511.0$ keV, so the relativistic relation $T=(\gamma-1)mc^2$ is needed:

$$\gamma=1+\frac{T}{mc^2}=1+\frac{200}{511.0}=1.391 .$$

From $\gamma=1/\sqrt{1-\beta^2}$ with $\beta=v/c$ it follows that

$$\beta=\sqrt{1-\frac{1}{\gamma^2}}=0.695,\qquad v=208.45\ \text{nm/fs}.$$

**The length.** With $\hbar=0.6582$ eV fs,

$$\omega=\frac{15\ \text{eV}}{0.6582\ \text{eV fs}}=22.79\ \text{rad/fs},\qquad
L=\frac{208.45\ \text{nm/fs}}{22.79\ \text{rad/fs}}=9.15\ \text{nm}.$$

As an estimate, $L\approx9$ nm, or about 90 Å. The classical speed $\sqrt{2T/m}$ would have given 11.6 nm, and the cyclic frequency $\omega/2\pi$ in place of $\omega$ would have given 57.5 nm.

**The same length from momentum.** Let $p$ be the electron momentum and $W=T+mc^2$ its total energy. Differentiating $W^2=p^2c^2+m^2c^4$ gives $2W\,dW=2pc^2\,dp$, so $dW/dp=pc^2/W=v$. A small energy loss $E$ therefore lowers the magnitude of the momentum by $E/v$, to leading order in $E$. With wave numbers $k_0$ before and $k_1$ after the loss, the momentum transfer is smallest when the electron continues straight ahead:

$$q_{\min}=k_0-k_1\approx\frac{E}{\hbar v}=\frac{1}{L}.$$

The difference of the relativistic wave numbers, computed without this expansion, is $0.1093$ rad/nm, in agreement with $1/(9.15\ \text{nm})$. Since $k_0=2505$ rad/nm, the corresponding scattering angle is $\theta_E=q_{\min}/k_0=0.0436$ mrad. A small characteristic angle and a long interaction range are two expressions of the same small momentum transfer.

## Solution of (b): probability against distance

**The field at the target.** Let the electron, of charge $-e$, move along $z$ and pass the origin at $t=0$. The target sits at $x=b$, $y=z=0$; from here on, the letter $x$ is freed for another use. In the rest frame of the electron the target has the transverse coordinate $b$ and the longitudinal coordinate $-\gamma vt$, and the field is the Coulomb field. On returning to the laboratory frame, the longitudinal component is unchanged and the transverse one is multiplied by $\gamma$:

$$\mathcal E_\perp(t)=\frac{-e}{4\pi\varepsilon_0}\frac{\gamma b}{(b^2+\gamma^2v^2t^2)^{3/2}},\qquad
\mathcal E_\parallel(t)=\frac{-e}{4\pi\varepsilon_0}\frac{-\gamma vt}{(b^2+\gamma^2v^2t^2)^{3/2}} .$$

The pulse has the time scale $b/(\gamma v)$, shorter by $\gamma$ than the first guess. The relevant ratio is therefore

$$x=\frac{\omega b}{\gamma v}=\frac{b}{\gamma L},$$

and the range in the relativistic field is $\gamma L=12.7$ nm. The estimate $L$ leaves out this factor of order one.

**The Fourier components.** A transition at $\omega$ responds to $\tilde{\mathcal E}=\int_{-\infty}^{\infty}\mathcal E(t)\,e^{i\omega t}dt$. Put $s=\gamma vt/b$, so that $dt=b\,ds/(\gamma v)$, $\omega t=xs$, and the denominator becomes $b^3(1+s^2)^{3/2}$. The transverse component is even in $s$ and keeps the cosine; the longitudinal one is odd and keeps $i$ times the sine:

$$\tilde{\mathcal E}_\perp=\frac{-e}{4\pi\varepsilon_0\,bv}\,J_\perp,\quad J_\perp=\int_{-\infty}^{\infty}\frac{\cos xs}{(1+s^2)^{3/2}}ds,$$

$$\tilde{\mathcal E}_\parallel=\frac{ie}{4\pi\varepsilon_0\,\gamma bv}\,J_\parallel,\quad J_\parallel=\int_{-\infty}^{\infty}\frac{s\sin xs}{(1+s^2)^{3/2}}ds .$$

Both integrals follow from the modified Bessel function $K_0(x)=\int_0^\infty\cos(xs)\,(1+s^2)^{-1/2}ds$. Because $s(1+s^2)^{-3/2}=-\frac{d}{ds}(1+s^2)^{-1/2}$, integration by parts, with vanishing boundary terms, gives

$$J_\parallel=x\int_{-\infty}^{\infty}\frac{\cos xs}{\sqrt{1+s^2}}ds=2xK_0(x).$$

Differentiating $J_\perp$ under the integral gives $dJ_\perp/dx=-J_\parallel=-2xK_0$. The function $K_1$ obeys $(xK_1)'=-xK_0$, so $J_\perp$ and $2xK_1$ have the same derivative. Both vanish for $x\to\infty$, hence $J_\perp=2xK_1(x)$.

**The probability.** The interaction is $-\mathbf d\cdot\boldsymbol{\mathcal E}(t)$, with $\mathbf d$ the dipole operator. In first order the final amplitude is $(i/\hbar)\,\mathbf d_{fi}\cdot\tilde{\boldsymbol{\mathcal E}}$, where $|\mathbf d_{fi}|=ea$ and $a$ is the transition length. Averaging over the orientation of the target gives each direction the weight $1/3$:

$$P(b)=\frac{e^2a^2}{3\hbar^2}\left(|\tilde{\mathcal E}_\perp|^2+|\tilde{\mathcal E}_\parallel|^2\right)
=\frac{e^2a^2}{3\hbar^2}\left(\frac{e}{4\pi\varepsilon_0bv}\right)^2 4x^2\left[K_1^2(x)+\frac{K_0^2(x)}{\gamma^2}\right].$$

With the fine-structure constant $\alpha$ defined by $e^2/(4\pi\varepsilon_0)=\alpha\hbar c$, this becomes

$$P(b)=\frac43\left(\frac{\alpha c}{v}\right)^2\frac{a^2}{b^2}\,G(x),\qquad
G(x)=x^2\left[K_1^2(x)+\frac{K_0^2(x)}{\gamma^2}\right].$$

The factor $G$ compares the actual probability with that of a sudden kick at the same distance.

**Close passages.** For $x\to0$, $xK_1\to1$ and $xK_0\to0$, so $G\to1$ and $P\propto1/b^2$. The fall with distance in this region is due to the weakening of the kick and has nothing to do with adiabatic following.

**Distant passages.** For large $x$ both Bessel functions approach $\sqrt{\pi/(2x)}\,e^{-x}$. Then

$$P\propto\frac{1}{b}\exp\left(-\frac{2b}{\gamma L}\right).$$

The field component at $\omega$ decays over $\gamma L$, apart from a power of $b$. The probability is quadratic in the field, so its exponential decays over $\gamma L/2=6.4$ nm. Between $b=6\gamma L$ and $8\gamma L$ the numerical slope of $\ln(bP)$ is $-2.008$ per $\gamma L$, close to the limiting value $-2$.

The appearance of $\gamma$ can also be seen from the wave equation. A field component of frequency $\omega$ that travels with the electron varies as $e^{i\omega z/v}$ along the path. In vacuum its transverse variation then satisfies

$$\nabla_\perp^2\mathcal E=\left(\frac{\omega^2}{v^2}-\frac{\omega^2}{c^2}\right)\mathcal E
=\frac{\omega^2}{v^2}(1-\beta^2)\,\mathcal E=\frac{\omega^2}{\gamma^2v^2}\,\mathcal E ,$$

so the transverse decay constant is $\omega/(\gamma v)=1/(\gamma L)$.

**A few cases.** The model value $a=0.1$ nm sets the overall size of $P$; it does not affect $G$.

| $b$ (nm) | $P(b)$ | $G$ |
|---:|---:|---:|
| 1.00 | $1.47\times10^{-6}$ | 1.003 |
| 5.00 | $5.12\times10^{-8}$ | 0.871 |
| 9.15 ($=L$) | $1.12\times10^{-8}$ | 0.638 |
| 12.73 ($=\gamma L$) | $4.12\times10^{-9}$ | 0.454 |
| 30.00 | $9.64\times10^{-11}$ | 0.059 |

At $b=L$ the probability is still 64 % of the sudden value at that distance, and at 30 nm it is 6 %. The adiabatic suppression thus sets in gradually, and $L$ marks its scale and not an edge. The absolute probability tells a different story. From 1 nm to $L$ it falls by the factor

$$\frac{1.12\times10^{-8}}{1.47\times10^{-6}}=0.0076 .$$

Most of this comes from the geometrical factor $(1/9.15)^2=0.012$; the ratio of the $G$ values, $0.638/1.003=0.64$, supplies the rest.

The first entry of $G$ is slightly above one. To see why, write $\ell=\ln(x/2)+\gamma_E$, where $\gamma_E\approx0.577$ is Euler's constant. For small $x$, $K_0\approx-\ell$, and integrating $(xK_1)'=-xK_0$ from zero gives $xK_1\approx1+\tfrac12x^2(\ell-\tfrac12)$. Squaring and keeping terms up to $x^2$, with their logarithms,

$$G\approx1+x^2\left(\frac{\ell^2}{\gamma^2}+\ell-\frac12\right).$$

At $b=1$ nm, $x=1/12.73=0.0786$ and $\ell=-2.66$. The bracket is $3.65-2.66-0.50=0.49$, and $G\approx1.003$. The longitudinal field, whose time integral vanishes so that it contributes nothing in the sudden limit, here adds more than the transverse field has lost.

The perturbation treatment was checked by solving the two-level Schrödinger equation in time, for a dipole along each field direction. The orientation average is $5.116\times10^{-8}$ at 5 nm and $9.636\times10^{-11}$ at 30 nm, which agrees with the formula to the digits shown. All these probabilities are far below one, as first-order theory requires.

## Solution of (c): where the excitations occur

**Summing over distances.** For a beam spread uniformly over the area around the target, the number of passages between $b$ and $b+db$ is proportional to $2\pi b\,db$. The excitations from outside $b$ are then proportional to

$$F(x)=\int_x^\infty t\left[K_1^2(t)+\frac{K_0^2(t)}{\gamma^2}\right]dt .$$

Two derivatives are enough to evaluate it. From $K_0'=-K_1$ and $(xK_1)'=-xK_0$,

$$\frac{d}{dx}\left(xK_0K_1\right)=-xK_1^2-xK_0^2,$$

$$\frac{d}{dx}\left[\frac{x^2}{2}\left(K_1^2-K_0^2\right)\right]
=-x^2K_0K_1-xK_0^2+x^2K_0K_1=-xK_0^2 .$$

Both functions vanish at infinity. Writing $1/\gamma^2=1-\beta^2$ splits the integrand into $t(K_1^2+K_0^2)$ and $-\beta^2tK_0^2$, so

$$F(x)=xK_0K_1-\frac{\beta^2x^2}{2}\left(K_1^2-K_0^2\right).$$

**The logarithm.** For small $x$, $xK_1\to1$, $xK_0\to0$ and $K_0\approx\ln(2/x)-\gamma_E$. Hence

$$F\approx\ln\frac2x-\gamma_E-\frac{\beta^2}{2}=\ln\frac{b_c}{b},\qquad
b_c=2\gamma L\,e^{-\gamma_E-\beta^2/2}=11.2\ \text{nm}.$$

The length $b_c$ is of the order of $L$. The adiabatic length thus enters the total as the upper limit of a logarithm. Well below it, equal ratios of distance contribute almost equally: the interval from 0.1 to 1 nm counts as much as one from 0.5 to 5 nm would if the logarithm held unchanged up to 5 nm. At the lower end the logarithm diverges, because the dipole picture treats the target as a point. A lower limit $b_{\min}$ is therefore necessary.

**The median distance.** Half of the excitations from outside $b_{\min}$ come from outside the median $b_{1/2}$, so in the logarithmic region

$$\ln\frac{b_c}{b_{1/2}}=\frac12\ln\frac{b_c}{b_{\min}}
\quad\Longrightarrow\quad b_{1/2}\approx\sqrt{b_{\min}b_c}.$$

For $b_{\min}=0.1$ nm this is $\sqrt{0.1\times11.22}=1.06$ nm. Numerical integration of the full $P(b)$ gives 1.05 nm. Doubling $b_{\min}$ to 0.2 nm raises the numerical median to 1.49 nm, so the result depends on the cutoff roughly as its square root. Here $b_{\min}$ equals the transition length $a$, where the point-dipole picture no longer holds. For a compact atomic transition the extended charge distribution lowers the signal below the dipole value out to a few times its size, which acts like a larger $b_{\min}$. The answer to (c) should therefore be read as "of the order of one nanometre", growing roughly as the square root of the size of the target.

With the same cutoff of 0.1 nm, 92 % of the excitations lie within $L$. For this cutoff the length of 9 nm encloses about nine tenths of the excitations, while half of them occur within roughly a ninth of it; for $b_{\min}=0.2$ nm the median is about a sixth of $L$. It cannot be read as an image resolution. Outside $b_{\min}$ the signal of the isolated dipole first falls as $1/b^2$ and is already weak when $b$ reaches $L$; the adiabatic length only sets the scale on which the remaining tail is cut off. The $1/b^2$ law holds only at distances well above the size of the target. Within a few times that size the shape of an image depends on the extent of the target and of the beam, which this model does not describe.

## Other beam energies and losses

Since $L=\hbar v/E$, the length is inversely proportional to the loss and follows the beam energy through $v$ alone.

| $T$ (keV) | $E$ (eV) | $L$ (nm) |
|---:|---:|---:|
| 100 | 15 | 7.21 |
| 200 | 15 | 9.15 |
| 300 | 15 | 10.22 |
| 200 | 500 | 0.274 |

Tripling the beam energy from 100 to 300 keV lengthens $L$ by the factor $10.22/7.21=1.42$. The classical speed, proportional to $\sqrt T$, would grow only by $\sqrt3=1.73$, and the approach of $v$ to $c$ reduces the growth further. For a 15 eV loss $L$ cannot exceed $c/\omega=L/\beta=9.15/0.695=13.2$ nm. The range $\gamma L$ has no such bound in this vacuum model, since $\gamma$ continues to grow.

Changing the loss has a much stronger effect. At 500 eV the length is $9.15\times15/500=0.27$ nm, of atomic size. The condition that the target be small compared with $b$ then matters more: the dipole formula can be used below $L$ only if the orbital that is excited is much smaller than 0.27 nm, as a compact core orbital is, and only at distances well above the size of that orbital.

For the 15 eV loss, the estimate has a practical reading in film metrology. A beam placed a few nanometres outside a feature can still excite it, so a weak low-loss signal at that position does not by itself show that the material extends there. How strong such a signal is near a real film depends on its shape and dielectric response, which the isolated dipole does not describe. The numerical values used here are collected in the output below.

## Computed values

```
beam energy T = 200 keV
energy loss E = 15 eV
electron rest energy = 510.999 keV
hbar = 0.658212 eV fs
gamma = 1.3914 (dimensionless)
beta = v/c = 0.6953 (dimensionless)
speed v = 208.45 nm/fs = 2.0845e+08 m/s
angular frequency omega = 22.789 rad/fs
adiabatic length L = v/omega = 9.15 nm = 91.5 angstrom
relativistic reach gamma*L = 12.73 nm
probability decay length gamma*L/2 = 6.36 nm
classical speed = 265.24 nm/fs
length from classical speed = 11.64 nm
length if cyclic frequency is used = 57.5 nm
incident wave number k0 = 2505.3 rad/nm
minimum momentum transfer / hbar = 0.10933 rad/nm
characteristic angle theta_E = 0.0436 mrad
transition length a = 0.1 nm
b = 1.00 nm: P = 1.473e-06, reduction G = 1.003 (dimensionless)
b = 5.00 nm: P = 5.116e-08, reduction G = 0.871 (dimensionless)
b = 9.15 nm: P = 1.119e-08, reduction G = 0.638 (dimensionless)
b = 12.73 nm: P = 4.115e-09, reduction G = 0.454 (dimensionless)
b = 30.00 nm: P = 9.636e-11, reduction G = 0.059 (dimensionless)
P from two-level dynamics at b = 5 nm: 5.116e-08
P from two-level dynamics at b = 30 nm: 9.636e-11
far slope of ln(b P) per gamma*L = -2.008 (dimensionless)
logarithmic cutoff b_c = 11.22 nm
b_min = 0.1 nm: median b = 1.05 nm, square-root estimate = 1.06 nm
b_min = 0.2 nm: median b = 1.49 nm, square-root estimate = 1.50 nm
fraction inside L for b_min = 0.1 nm: 91.7 %
L at 100 keV, 15 eV loss = 7.21 nm
L at 300 keV, 15 eV loss = 10.22 nm
L at 200 keV, 500 eV loss = 0.274 nm
```
